Hyperdynamics: the clock, preserved escape rates and bounds on the boost, part 2

Hyperdynamics runs on V_b = V + ΔV, ΔV ≥ 0, to find rates on V (β = 1/kT; units eV, Å, ps). State A has exit surfaces S_j, transition-state (TST) rates k_j (k_j^b with bias), N_j outward crossings, hypertime t_h(A) and boost B. Over A, ρ_0 = e^(−βV) and ρ_b = e^(−βV_b) have integrals Z_A, Z_A^b and averages ⟨·⟩_0, ⟨·⟩_b (⟨·⟩_λ for bias λΔV). For mass m, v̄ = (kT/2πm)^(1/2); σ_j is the ρ_0-weighted mean of e^(−βΔV) on S_j.

k_j = v̄ ∫_(S_j) ρ_0 dS / Z_A.  (1)

B = ∫_A ρ_b e^(βΔV) dx / Z_A^b = ⟨e^(βΔV)⟩_b = 1/⟨e^(−βΔV)⟩_0.  (3)

k_i^b / k_j^b = (k_i / k_j)(σ_i / σ_j).  (4)

t_h = Σ_n Δt e^(βΔV(x_n)),  (5)

N_j / t_h(A) → v̄ ∫_(S_j) ρ_b dS / Z_A = k_j σ_j.  (6)

1 ≤ ⟨e^(2βΔV)⟩_b / B² = ⟨e^(βΔV)⟩_0 / B ≤ e^(βΔV_max)/B.  (7)

ln B = β ∫_0^1 ⟨ΔV⟩_λ dλ.  (8)

1 ≤ e^(β⟨ΔV⟩_b) ≤ B ≤ e^(β⟨ΔV⟩_0) ≤ e^(βΔV_max).  (9)

B ≤ e^(βε) / P_0(ΔV ≤ ε).  (10)

k_j^b = B k_j ≤ v̄ / w.  (11)

1/B = Q(d/2, βE) + e^(−βE) (βE)^(d/2) / Γ(d/2 + 1),  (12)

P_0 is unbiased probability in A; w is the width of an unbiased slab inside S_j, V nondecreasing toward S_j; (12) is for a d-dimensional harmonic well filled to energy E (Q: regularized upper incomplete gamma).

State-to-state kinetics needs κ_j = 1 (completed transitions per crossing) and B k τ_c ≪ 1, k = Σ_j k_j, τ_c the memory time in A.

Cores a, b lie in a reflecting domain Ω, with R between and n out of R; D is the overdamped diffusivity. The committor q_b (1 on a, 0 on b) obeys ∇·(ρ_b∇q_b) = 0 in R; cap_b = ∫_R ρ_b |∇q_b|² dx = ∮_(∂a) ρ_b ∂_n q_b dS; q_0, cap_0 use ρ_0. Hypertime to b has moments u, u_2; ν is the equilibrium measure on ∂a:

⟨u⟩_ν = ∫_Ω q_b ρ_0 dx / (D cap_b).  (14)

With mirror symmetry the numerator is Z_A and the hyperdynamics/true rate ratio is cap_b/cap_0.

To bound this ratio, define the probability measure μ = ρ_0|∇q_0|² dx / cap_0 on R. For the upper bound, write q_0 = q_b + φ with φ = 0 on both cores. The cross term 2∫ρ_b∇q_b·∇φ dx vanishes on integration by parts, so ∫ρ_b|∇q_0|² dx = cap_b + ∫ρ_b|∇φ|² dx ≥ cap_b (the Dirichlet principle), and the left side is cap_0⟨e^(−βΔV)⟩_μ. For the lower bound, the current j = ρ_0∇q_0 has no divergence in R, so ∫j·∇q_b dx = ∮_(∂a) j·n dS = cap_0. The Cauchy–Schwarz inequality applied to (j ρ_b^(−1/2))·(ρ_b^(1/2)∇q_b) gives cap_0² ≤ cap_b ∫|j|²/ρ_b dx, and |j|²/ρ_b = ρ_0|∇q_0|² e^(βΔV) (the Thomson principle). Together,

1/⟨e^(βΔV)⟩_μ ≤ cap_b / cap_0 ≤ ⟨e^(−βΔV)⟩_μ ≤ 1.  (15)

For overdamped motion between mirror cores, with V and ΔV both mirror-symmetric, the error has one sign: the hypertime is never too short. Without symmetry of the bias, (15) still holds for the capacities, but the numerator of (14) changes as well, and in more than one dimension the sign of the error is not fixed: a bias that obstructs the way from a into a side basin lowers q_b there, and with it the numerator, which can make the hypertime too short. In one dimension, with a to the left of b, integrating D(ρ_b u′)′ = −ρ_0 twice from the left wall gives u(x) = D⁻¹ ∫_x^b e^(βV_b(y)) ∫_wall^y ρ_0(z) dz dy, which no bias ΔV ≥ 0 can reduce. In the symmetric case the error vanishes if ΔV = 0 wherever μ has weight, and the upper bound is below 1 otherwise, so the relevant set is the region in which the reactive current dissipates and not the dividing surface alone. In one dimension j and ρ_b q_b′ are both constant, the two factors in Cauchy–Schwarz are proportional, and the lower bound is an equality with μ ∝ e^(βV) dx. The error is then governed by ∫e^(β(V+ΔV)) dx, which exceeds ∫e^(βV) dx by at most its own part from the region ΔV > 0, so if V + ΔV lies at least n kT below the barrier top V_top wherever the bias acts, on a total length ℓ, the relative excess is at most (ℓ/ℓ_‡) e^(−n), with ℓ_‡ = ∫e^(β(V−V_top)) dx the effective width of the barrier. A wide biased region beside a narrow barrier therefore needs a larger margin n. The Dirichlet argument with two biases also shows that a pointwise larger bias cannot give a larger capacity.

**6. Worked example**

The model has round parameters and stands for no material: one particle of 100 u on a square lattice with a = 3 Å,

V = E_x s_x + E_y s_y + c s_x s_y,  s_x = sin²(πx/a),  s_y = sin²(πy/a),

E_x = 0.30 eV, E_y = 0.33 eV, c = 0.10 eV, T = 300 K, so kT = 0.02585 eV and v̄ = 0.6301 Å/ps. State A is one cell, and k_x and k_y each sum the two equivalent exits. The bias is ΔV = h f(x) f(y), with h = 0.20 eV and f = (1 − u²/q²)² for |u| < q = 1.1 Å and zero beyond, u being measured from the cell centre. It has a continuous gradient and leaves slabs of width w = 1.5 − 1.1 = 0.4 Å untouched, so σ_x = σ_y = 1.

Quadrature of (1) gives k_x = 1.983×10⁻⁵ ps⁻¹ (1.98×10⁷ s⁻¹), k_y = 6.45×10⁻⁶ ps⁻¹ (6.45×10⁶ s⁻¹) and k_x/k_y = 3.074. As a cross-check, Gaussian integrals about the minimum and the saddle give Z_A ≈ 2πkT/(mω_xω_y) and a line integral (2πkT/mω_⊥²)^(1/2) e^(−βE_x), hence k_x ≈ ω_xω_y e^(−βE_x)/(πω_⊥), where mω² = 2E(π/a)² with E = E_x, E_y and E_y + c. This yields 2.027×10⁻⁵ ps⁻¹, 2% above the quadrature value. The boost is

B = 0.2446 Å² / 6.442×10⁻⁴ Å² = 379.7,  ln B = 5.939,

and integration of (8) gives the same logarithm. The TST residence time 1/(k_x + k_y) = 3.806×10⁴ ps (38 ns) shrinks to 3.806×10⁴/379.7 = 100 ps of integration.

For (9), ⟨ΔV⟩_b = 0.1148 eV and ⟨ΔV⟩_0 = 0.1753 eV, so β⟨ΔV⟩ is 4.44 and 6.78, and

84.9 ≤ B = 379.7 ≤ 881 ≤ 2290.

Exponentiating the mean bias would make the clock slow by a factor 379.7/84.9 = 4.5. The family (10) holds but adds nothing at this height: over 21 values of ε its smallest member is at ε = 0.20 eV, the trivial 2290. Its use is the height-independent ceiling 1/P_0(U) = 1/(3.994×10⁻⁵) = 2.50×10⁴. Scaling the height by 2, 10, 100 and 10⁴ gives B = 4.07×10³, 1.48×10⁴, 2.17×10⁴ and 2.47×10⁴, the last 1.4% below the ceiling. (At 10⁴ the bias rises by kT within a layer thinner than the quadrature step of 0.005 Å, so the value 2.483×10⁴ printed below is not converged; steps of 0.0013 Å and finer give 2.469×10⁴.) The slab bound applies because V = (E_x + c s_y) s_x + E_y s_y rises with |x| at fixed y, and it holds for the summed k_x because the two x slabs are disjoint, so their contributions to P_0(U) add: B k_x = 7.5×10⁻³ ps⁻¹, its limit at infinite height is 1.983×10⁻⁵/3.994×10⁻⁵ = 0.50 ps⁻¹, and v̄/w = 0.6301/0.4 = 1.575 ps⁻¹ bounds both.

The trajectories use Langevin dynamics with the BAOAB splitting, friction 2 ps⁻¹, Δt = 0.015 ps, and 3000 independent walkers of 6000 steps, started from the biased canonical distribution. All cells are equivalent, so every change of cell index counts as an exit and all hypertime counts as t_h(A). The error of a rate R = Σn_i/Σt_i, with n_i and t_i the count and hypertime of walker i, is [Σ(n_i − R t_i)²]^(1/2)/Σt_i, which allows for correlated recrossings within a walker. The mean clock factor is 379.9 ± 0.6 against 379.7. The rates are 1967/(1.026×10⁸ ps) = (1.92 ± 0.05)×10⁻⁵ ps⁻¹ and 700/(1.026×10⁸ ps) = (6.8 ± 0.3)×10⁻⁶ ps⁻¹, each 1.3 standard errors from its quadrature value, one below and one above. The count ratio 1967/700 = 2.81 is accordingly 9% under 3.074, with a standard error near 5% if the two rate errors are independent; the tests are on the separate rates, at four standard errors plus 2% for the finite step. The noise ratio (7) is 3.06 from the run and 3.055 from quadrature, under its bound 2290/379.7 = 6.03. These counts test (6), which concerns crossings. They do not test state-to-state kinetics: at this friction, trajectories launched from an x surface with flux-weighted velocities give κ_x ≈ 0.88 on V, so completed x transitions are about 12% rarer than the TST rate and the condition κ_j = 1 of section 3 is not met.

A faulty bias adds δ s_x with δ = 0.02 eV. On the x surfaces s_x = 1 and σ_x = e^(−0.02/0.02585) = 0.461. On the y surfaces V = E_y + (E_x + c) s_x, harmonic equipartition gives ⟨s_x⟩ ≈ kT/2(E_x + c), and to first order σ_y ≈ 1 − δ/2(E_x + c) = 1 − 0.02/0.80 = 0.975, the value quadrature gives. The clock factor rises to 433.9 ± 0.6 (quadrature 433.4), which by itself gives no sign of the fault. The measured rates are (9.2 ± 0.3)×10⁻⁶ and (6.4 ± 0.3)×10⁻⁶ ps⁻¹, against k_xσ_x = 9.15×10⁻⁶ and k_yσ_y = 6.29×10⁻⁶ ps⁻¹ from (6). The branching ratio predicted by (4) falls to 3.074 × 0.4613/0.975 = 1.454. The count ratio 1083/745 = 1.45 matches it more closely than the counting errors warrant.

The overdamped case uses two adjacent cells on a grid of step 0.05 Å, circular cores of radius 0.3 Å at the minima, link conductances e^(−βV_b) at link midpoints, and D = 0.05 Å²/ps as a separate model parameter. In two dimensions the capacity has no unit. Near the x saddle, V ≈ E_x − K_∥ s²/2 + K_⊥ y²/2 with s the distance along x. Taking q_0 to depend on s alone, with ρ_0 q_0′ constant along s, gives

cap_0 ≈ e^(−βE_x) ∫e^(−βK_⊥y²/2) dy / ∫e^(−βK_∥s²/2) ds = (K_∥/K_⊥)^(1/2) e^(−βE_x),

with K_∥/K_⊥ = E_x/(E_y + c). This is 7.62×10⁻⁶, against 7.604×10⁻⁶ on the grid. Equation (14) gives 0.2446/(0.05 × 7.604×10⁻⁶) = 6.433×10⁵ ps, which the direct solution for u reproduces. With h = 0.20 eV the bounds (15) and the computed ratios are

x: 0.948 ≤ 0.951 ≤ 0.989,  y: 0.971 ≤ 0.972 ≤ 0.993,

so the mean hypertime for x is 6.433×10⁵/0.9508 = 6.766×10⁵ ps, 5% longer than the unbiased passage time, although the bias is zero on the dividing lines and for 0.4 Å on either side. The x/y ratio of capacities changes by 0.9508/0.9723 = 0.978. The third digit carries a grid error: at a step of 0.0075 Å the x ratio is 0.952 and its lower bound 0.949. The ratio also depends on the cores, because the bias is largest around them: radii of 0.1, 0.5 and 0.8 Å give x ratios of 0.942, 0.961 and 0.980. With h = 0.10 eV the ratios are 0.988 and 0.992 and the branching factor is 0.996. In all four cases the value lies close to the lower bound. The gap has an exact meaning. Let J_0 = ρ_0∇q_0/cap_0 and J_b = ρ_b∇q_b/cap_b be the two currents scaled to unit flux. Both have no divergence in R, so ∫(J_0 − J_b)·∇q_b dx = 1 − 1 = 0, and expanding |J_0|² = |J_b + (J_0 − J_b)|² gives ∫|J_0|²/ρ_b dx = 1/cap_b + ∫|J_0 − J_b|²/ρ_b dx. The left side is ⟨e^(βΔV)⟩_μ/cap_0, so (cap_b/cap_0)⟨e^(βΔV)⟩_μ − 1 = cap_b ∫|J_0 − J_b|²/ρ_b dx. The relative excess over the lower bound, 0.9508/0.9479 − 1 ≈ 0.003 for x at h = 0.20 eV, thus measures how little the bias reshapes the current pattern; in one dimension J_0 = J_b and the excess is zero. The moment ratio u_2/2u², which is 1 for an exponential law, lies between 0.998 and 1.000 for starts at the minimum.

The numerical check printed below asserts (6) to (12), (14) and (15) on these cases.

**7. Requirements for an implementation**

The force must contain −∇ΔV of the same function that enters (5); the example verifies this by finite differences, since a mismatch changes the sampled weight and breaks (3). The sum (5) is accumulated from the exponential at each step, by (9). A run should gather many correlation times per escape, since (7) sets the relative variance of the increments, here 3.055 − 1 ≈ 2.1. The bias must be zero on the surface of every exit, known in advance or not, because by (4) an exit with σ_j < 1 is suppressed by that factor with no warning from the clock. The height is limited by B k τ_c ≪ 1 and, for overdamped motion, by (15). Repeating a calculation at a lower height probes the second limit: in this model, with cores of radius 0.3 Å, halving h cut the deficit of the x rate relative to the unbiased one from about 5% to 1.2%.

Computed values

```
a (A), Ex, Ey, c (eV): 3, 0.3, 0.33, 0.1
T (K), kT (eV), m (u), vbar (A/ps): 300, 0.02585, 100, 0.6301
bias height (eV), q (A), w (A), leak (eV): 0.2, 1.1, 0.4, 0.02
Z, Z_b (A^2): 0.2446, 0.0006442
TST k_x, k_y (1/ps), ratio: 1.983e-05, 6.45e-06, 3.074
TST k_x, k_y (1/s): 1.983e+07, 6.45e+06
harmonic k_x, k_y (1/ps): 2.027e-05, 6.587e-06
boost B, ln B: 379.7, 5.939
1/k_tot (ps), 1/(B k_tot) (ps): 3.806e+04, 100.2
1/k_tot (ns): 38.06
ln B by integration over lambda: 5.939
<dV>_b, <dV>_0 (eV): 0.1148, 0.1753
exp(b<dV>_b), exp(b<dV>_0), exp(b dVmax): 84.94, 881.1, 2290
P0(dV=0), 1/P0: 3.994e-05, 2.504e+04
best eps (eV), its bound: 0.2, 2290
B at height x2, x10, x100, x1e4: 4071, 1.477e+04, 2.165e+04, 2.483e+04
B k_x, k_x/P0, vbar/w (1/ps): 0.007527, 0.4965, 1.575
Langevin gamma (1/ps), dt (ps), walkers, steps: 2, 0.015, 3000, 6000
clean clock mean, error, quadrature B: 379.9, 0.5691, 379.7
clean MD time, hypertime (ps): 2.7e+05, 1.026e+08
clean x count; rate, error, k*sigma (1/ps): 1967, 1.917e-05, 4.937e-07, 1.983e-05
clean y count; rate, error, k*sigma (1/ps): 700, 6.824e-06, 2.947e-07, 6.45e-06
leaky clock mean, error, quadrature B: 433.9, 0.6129, 433.4
leaky MD time, hypertime (ps): 2.7e+05, 1.172e+08
leaky x count; rate, error, k*sigma (1/ps): 1083, 9.243e-06, 3.195e-07, 9.147e-06
leaky y count; rate, error, k*sigma (1/ps): 745, 6.359e-06, 2.549e-07, 6.289e-06
<e^2b dV>_b/B^2 run, quadrature; e^(b dVmax)/B: 3.063, 3.055, 6.032
leaky sigma_x, sigma_y, shifted k_x/k_y: 0.4613, 0.975, 1.454
overdamped D (A^2/ps), core radius, grid step (A): 0.05, 0.3, 0.05
x cap_0, saddle estimate, passage time (ps): 7.604e-06, 7.622e-06, 6.433e+05
x h=0.20 eV: lower, cap_b/cap_0, upper: 0.94785, 0.95081, 0.98941
x h=0.20 eV: hypertime (ps), <t^2>/2<t>^2: 6.766e+05, 0.9984
x h=0.10 eV: lower, cap_b/cap_0, upper: 0.98790, 0.98799, 0.99363
x h=0.10 eV: hypertime (ps), <t^2>/2<t>^2: 6.511e+05, 0.9999
y cap_0, saddle estimate, passage time (ps): 2.6e-06, 2.597e-06, 1.881e+06
y h=0.20 eV: lower, cap_b/cap_0, upper: 0.97077, 0.97228, 0.99250
y h=0.20 eV: hypertime (ps), <t^2>/2<t>^2: 1.935e+06, 0.9995
y h=0.10 eV: lower, cap_b/cap_0, upper: 0.99227, 0.99232, 0.99556
y h=0.10 eV: hypertime (ps), <t^2>/2<t>^2: 1.896e+06, 1
overdamped x/y ratio change, h=0.20 and 0.10 eV: 0.9779, 0.9956
filled well E/kT; B for d=2, 12, 30: 7.736, 262.1, 2.885, 1.006
```
